# Why a charged slab's energy diverges linearly with vacuum thickness: a numerical check

```python
"""
Result under test: a slab with net charge q per cell, neutralized by a uniform
background, has energy E(L) = pi q^2 L/(6 A) + constant + O(1/L) in Gaussian
units, provided that the charge stays in the slab.
A: lateral cell area; L: period along the normal; d: slab thickness;
eps: slab permittivity; K: e^2 in eV nm (Gaussian), so charges are in units of e.
Lengths are in nm, energies in eV, potentials in V.
"""
import numpy as np
from scipy import constants as const
from scipy import sparse
from scipy.sparse.linalg import spsolve
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import erfc

pi = np.pi
K = const.e / (4 * pi * const.epsilon_0) * 1e9
HALF_H2_M = const.hbar**2 / (2 * const.m_e * const.e) * 1e18
side, d, eps = 1.5, 2.0, 11.7
A = side**2
step = 0.02
slope = pi * K / (6 * A)
eta = 1 - 1 / eps


def grid(L):
    n = int(round(L / step))
    return (np.arange(n) - n // 2) * step


def potential(L, charges, permittivity, G=0.0):
    """Finite-volume periodic Poisson solution for one lateral wavevector."""
    z = grid(L)
    link = np.where(np.abs(z + step / 2) < d / 2, permittivity, 1.0)
    both = link + np.roll(link, 1)
    n = len(z)
    diagonal = both / step + G**2 * step * both / 2
    off = -link[:-1] / step
    corner = np.array([-link[-1] / step])
    matrix = sparse.diags([diagonal, off, off, corner, corner],
                          [0, 1, -1, n - 1, 1 - n], format="csc")
    source = 4 * pi * K * charges / A
    if G > 0:
        return spsolve(matrix, source)
    phi = np.zeros(n)
    phi[1:] = spsolve(matrix[1:, 1:], source[1:])
    return phi - phi.mean()


def sheet_charges(L, shift=0.0):
    n = len(grid(L))
    charges = np.full(n, -1.0 / n)
    charges[n // 2 + int(round(shift / step))] += 1
    return charges


def sheet_energy(L, permittivity, shift=0.0):
    charges = sheet_charges(L, shift)
    return 0.5 * charges @ potential(L, charges, permittivity)


def planar_formula(L, permittivity):
    return slope / L**2 * (L**3 / permittivity
                           + (1 - 1 / permittivity) * (L - d)**3)


def drop_formula(L):
    return pi * K / (2 * A * L) * (L**2 / eps + eta * (L - d)**2)


# Point charges in vacuum: three-dimensional Ewald sum, energies in e^2/a.
def ewald(c):
    alpha = 2.0
    r = np.arange(-5, 6)
    x, y, z = np.meshgrid(r, r, r * c, indexing="ij")
    R = np.sqrt(x**2 + y**2 + z**2).ravel()
    R = R[R > 0]
    m = np.arange(-6, 7)
    mz = np.arange(-int(6 * c), int(6 * c) + 1)
    x, y, z = np.meshgrid(m, m, mz / c, indexing="ij")
    G2 = (4 * pi**2 * (x**2 + y**2 + z**2)).ravel()
    G2 = G2[G2 > 0]
    total = np.sum(erfc(alpha * R) / R)
    total += 4 * pi / c * np.sum(np.exp(-G2 / (4 * alpha**2)) / G2)
    return 0.5 * (total - 2 * alpha / np.sqrt(pi) - pi / (alpha**2 * c))


ratios = [1, 2, 4, 6]
ewald_values = [ewald(c) for c in ratios]
ewald_slope = (ewald_values[3] - ewald_values[2]) / 2
assert abs(ewald_slope - pi / 6) < 1e-8
ewald_constant = ewald_values[3] - pi * 6 / 6

# Planar dielectric formulas against the Poisson solver.
for L in (4.0, 8.0, 24.0):
    for permittivity in (1.0, 3.0, eps):
        assert abs(sheet_energy(L, permittivity)
                   - planar_formula(L, permittivity)) < 1e-4
shift = 0.6
shift_costs = []
for L in (8.0, 24.0):
    found = sheet_energy(L, eps, shift) - sheet_energy(L, eps)
    formula = (2 * pi * K * shift**2 * (eps - 1) * (L - d)
               / (eps**2 * A * L * (L - d + d / eps)))
    assert abs(found - formula) < 1e-4
    shift_costs.append(found)
for L in (8.0, 16.0):
    phi = potential(L, sheet_charges(L), eps)
    assert abs(phi[len(phi) // 2] - phi[0] - drop_formula(L)) < 1e-3

# Full three-dimensional energy of a Gaussian charge in the dielectric slab.
width = 0.15
multiplicity = {}
for i in range(-8, 9):
    for j in range(-8, 9):
        if 0 < i * i + j * j <= 64:
            multiplicity[i * i + j * j] = multiplicity.get(i * i + j * j, 0) + 1


def full_energy(L):
    profile = np.exp(-grid(L)**2 / (2 * width**2))
    profile /= profile.sum()
    neutral = profile - 1 / len(profile)
    planar = 0.5 * neutral @ potential(L, neutral, eps)
    lateral = 0.0
    for n2, count in multiplicity.items():
        G = 2 * pi * np.sqrt(n2) / side
        phi = potential(L, profile, eps, G)
        lateral += 0.5 * count * np.exp(-(G * width)**2) * (profile @ phi)
    return planar, lateral


periods = np.array([4.0, 6.0, 8.0, 12.0, 16.0, 24.0])
parts = np.array([full_energy(L) for L in periods])
energies = parts.sum(axis=1)
closed = np.array([planar_formula(L, eps) for L in periods])
lateral_spread = np.ptp(parts[:, 1])
remainder_spread = np.ptp(energies - closed)
assert lateral_spread < 1e-4
# The formula is for a thin sheet; finite width leaves a small 1/L term.
assert remainder_spread < 5e-3


# Self-consistent Hartree slab: two electrons and a smooth ionic sheet.
def hartree(ion_charge, L):
    h = 0.04
    n = int(round(L / h))
    z = (np.arange(n) - n // 2) * h
    k2 = (2 * pi * np.fft.fftfreq(n, h))**2
    k2[0] = 1.0
    ion = ion_charge * np.exp(-z**2 / (2 * 0.15**2)) / (0.15 * np.sqrt(2 * pi))
    density = 2 * np.exp(-z**2 / (2 * 0.2**2)) / (0.2 * np.sqrt(2 * pi))
    t = HALF_H2_M / h**2
    converged = False
    for _ in range(2000):
        line = ion - density
        phi_k = 4 * pi * K / A * np.fft.fft(line) / k2
        phi_k[0] = 0.0
        phi = np.fft.ifft(phi_k).real
        level, orbital = eigh_tridiagonal(2 * t - phi, np.full(n - 1, -t),
                                          select="i", select_range=(0, 0))
        weight = orbital[:, 0]**2
        new = 2 * weight / h
        if np.max(np.abs(new - density)) < 1e-7:
            converged = True
            break
        density = density + 0.15 * (new - density)
    assert converged
    kinetic = 2 * (level[0] + weight @ phi)
    energy = kinetic + 0.5 * h * (line @ phi)
    return energy, h * (line @ z**2), level[0]


hartree_rows = []
for q in (0, 1, 2):
    E1, Q1, _ = hartree(2 + q, 16.0)
    E2, Q2, _ = hartree(2 + q, 32.0)
    predicted = (slope * q**2 * 16
                 + 2 * pi * K * q * (Q1 + Q2) / (2 * A) * (1 / 32 - 1 / 16))
    assert abs(E2 - E1 - predicted) < 1e-3
    hartree_rows.append((q, E2 - E1, predicted))
neutral_levels = [hartree(2, L)[2] for L in (8.0, 16.0, 32.0)]
level_ratio = ((neutral_levels[0] - neutral_levels[1])
               / (neutral_levels[1] - neutral_levels[2]))
assert abs(level_ratio - 2) < 0.02

# Negative slab: onset of electron spill-out into the mid-vacuum well.
depth = 4.5
onset = brentq(lambda L: drop_formula(L) - depth, 3.0, 40.0)
half_well = 0.25
kappa = np.sqrt(depth / HALF_H2_M)
k_in = brentq(lambda k: k * np.sin(k * half_well) - kappa * np.cos(k * half_well),
              1e-6, pi / (2 * half_well))
well = depth + HALF_H2_M * k_in**2


def slab_probability(L):
    z = grid(L)
    energy = potential(L, sheet_charges(L), eps)
    energy = energy - well * (np.abs(z) < half_well)
    quarter = len(z) // 4
    energy = np.roll(energy, -quarter)
    inside = np.roll(np.abs(z) <= d / 2, -quarter)
    t = HALF_H2_M / step**2
    _, orbital = eigh_tridiagonal(energy + 2 * t, np.full(len(z) - 1, -t),
                                  select="i", select_range=(0, 0))
    return np.sum(orbital[inside, 0]**2)


short = 0.08 * round(0.75 * onset / 0.08)
long = 0.08 * round(1.30 * onset / 0.08)
held, spilled = slab_probability(short), slab_probability(long)
assert held > 0.9 and spilled < 0.1

# An electron spread through the vacuum nearly cancels the background.
spread_energies = []
for L in (16.0, 32.0):
    z = grid(L)
    cloud = np.where(np.abs(z) > d / 2 + step / 4, 1.0, 0.0)
    cloud[np.abs(np.abs(z) - d / 2) < step / 4] = 0.5
    cloud = cloud / cloud.sum() - 1 / len(z)
    found = 0.5 * cloud @ potential(L, cloud, eps)
    formula = slope * d**2 / L**2 * (L - d + d / eps)
    assert abs(found - formula) < 1e-3
    spread_energies.append(found)

# Sizes of fields and model uncertainties for the example.
L_show = 16.0
phi = potential(L_show, sheet_charges(L_show), eps)
centre = len(phi) // 2
edge = centre + int(round(d / 2 / step))
slab_drop = phi[centre] - phi[edge]
slab_field = (phi[centre] - phi[centre + 1]) / step * 10
vacuum_field = (phi[edge] - phi[edge + 1]) / step * 10
thickness_effect = pi * K * eta / (2 * A) * 0.2
eps_effect = planar_formula(L_show, 8.0) - planar_formula(L_show, eps)

print(f"e^2 (Gaussian) = {K:.5f} eV nm")
print(f"lateral side = {side:.2f} nm, area = {A:.3f} nm^2")
print(f"slab thickness = {d:.2f} nm, permittivity = {eps:.1f} (rough)")
print(f"slope for charge +1 = {slope:.5f} eV/nm = {slope*const.e*1e9:.4e} J/m")
print(f"planar constant = {-pi*K*eta*d/(2*A):.4f} eV")
print("Point charge in vacuum, Ewald energy in e^2/a:")
for c, value in zip(ratios, ewald_values):
    print(f"  L/a = {c}: {value:.6f}")
print(f"Ewald slope = {ewald_slope:.8f}, pi/6 = {pi/6:.8f} (e^2/a per L/a)")
print(f"Ewald constant = {ewald_constant:.6f} e^2/a")
print(f"Slab energies relative to L = 4 nm (Gaussian width {width:.2f} nm):")
print("  L (nm), full (eV), planar formula (eV), linear law (eV)")
for L, E, U in zip(periods, energies, closed):
    print(f"  {L:4.0f} {E-energies[0]:9.4f} {U-closed[0]:9.4f}"
          f" {slope*(L-periods[0]):9.4f}")
print(f"change of lateral part over all L = {lateral_spread:.2e} eV")
print(f"change of full minus planar formula = {remainder_spread*1000:.3f} meV")
print(f"cost of moving sheet by {shift:.1f} nm: L = 8 nm {shift_costs[0]:.5f} eV,"
      f" L = 24 nm {shift_costs[1]:.5f} eV")
print("Hartree model, energy growth from L = 16 to 32 nm:")
for q, found, predicted in hartree_rows:
    print(f"  q = {q}: computed {found:.5f} eV, predicted {predicted:.5f} eV")
print("neutral Hartree level at L = 8, 16, 32 nm: "
      + ", ".join(f"{v:.5f}" for v in neutral_levels) + " eV")
print(f"ratio of successive level shifts = {level_ratio:.4f}")
print(f"At L = {L_show:.0f} nm: largest planar slab field = {slab_field:.3f} MV/cm")
print(f"  vacuum field at surface = {vacuum_field:.2f} MV/cm")
print(f"  potential drop, centre to surface = {slab_drop:.4f} V")
print(f"  centre to mid-vacuum drop = {drop_formula(L_show):.3f} V")
print(f"  permittivity 8.0 instead: energy change = {eps_effect:.4f} eV")
print(f"constant's change for 0.2 nm thickness = {thickness_effect:.4f} eV (size)")
print(f"negative slab: level depth = {depth:.1f} eV (rough)")
print(f"  estimated spill-out period = {onset:.2f} nm, vacuum = {onset-d:.2f} nm")
print(f"  slab probability at L = {short:.2f} nm: {held:.4f}")
print(f"  slab probability at L = {long:.2f} nm: {spilled:.2e}")
print(f"  spread-charge energy: L = 16 nm {spread_energies[0]:.4f} eV,"
      f" L = 32 nm {spread_energies[1]:.4f} eV")
print("every check passed")
```

Output:

```
e^2 (Gaussian) = 1.43996 eV nm
lateral side = 1.50 nm, area = 2.250 nm^2
slab thickness = 2.00 nm, permittivity = 11.7 (rough)
slope for charge +1 = 0.33509 eV/nm = 5.3688e-11 J/m
planar constant = -1.8387 eV
Point charge in vacuum, Ewald energy in e^2/a:
  L/a = 1: -1.418649
  L/a = 2: -0.902921
  L/a = 4: 0.144263
  L/a = 6: 1.191460
Ewald slope = 0.52359878, pi/6 = 0.52359878 (e^2/a per L/a)
Ewald constant = -1.950132 e^2/a
Slab energies relative to L = 4 nm (Gaussian width 0.15 nm):
  L (nm), full (eV), planar formula (eV), linear law (eV)
     4    0.0000    0.0000    0.0000
     6    0.4482    0.4489    0.6702
     8    0.9947    0.9956    1.3404
    12    2.2028    2.2041    2.6808
    16    3.4738    3.4753    4.0211
    24    6.0831    6.0847    6.7019
change of lateral part over all L = 5.06e-09 eV
change of full minus planar formula = 1.598 meV
cost of moving sheet by 0.6 nm: L = 8 nm 0.01375 eV, L = 24 nm 0.00468 eV
Hartree model, energy growth from L = 16 to 32 nm:
  q = 0: computed 0.00000 eV, predicted 0.00000 eV
  q = 1: computed 5.36200 eV, predicted 5.36200 eV
  q = 2: computed 21.43634 eV, predicted 21.43634 eV
neutral Hartree level at L = 8, 16, 32 nm: -0.31866, -0.34777, -0.36232 eV
ratio of successive level shifts = 2.0000
At L = 16 nm: largest planar slab field = 3.433 MV/cm
  vacuum field at surface = 35.13 MV/cm
  potential drop, centre to surface = 0.3222 V
  centre to mid-vacuum drop = 12.637 V
  permittivity 8.0 instead: energy change = 0.0700 eV
constant's change for 0.2 nm thickness = 0.1839 eV (size)
negative slab: level depth = 4.5 eV (rough)
  estimated spill-out period = 7.66 nm, vacuum = 5.66 nm
  slab probability at L = 5.76 nm: 1.0000
  slab probability at L = 9.92 nm: 3.33e-24
  spread-charge energy: L = 16 nm 0.0742 eV, L = 32 nm 0.0395 eV
every check passed
```
